**Silicon regrowth speed from the interface heat balance**

The program examines $v=k_s(T_m-T_0)/(\rho L\ell)$, where $v$ is the regrowth speed, $k_s$ the solid conductivity at melting, $T_m$ the melting point and $T_0$ the wafer temperature. The density is $\rho$, the latent heat per mass is $L$, and $\ell$ is the decay length defined by the solid's gradient at the interface. For $\ell=1$ µm and rough typical silicon values, the speed is 7.4 m/s. An enthalpy calculation of a 30 ns pulse with 0.4 J/cm² absorbed gives a decay length of 1.1 µm and a front speed of 6.61 m/s, against 6.65 m/s from the heat balance. The program asserts that these speeds agree within 6%, and that the regrown thickness in a constant-property case agrees with the similarity solution within 3%. It also asserts the gradient and front speed of the similarity solution by finite differences, the mean conductivity by quadrature and the undercooling correction by a root search. At fixed $\ell=1$ µm, undercooling lowers the speed to 6.8 m/s. If 1 µm is instead the full thickness of a quasi-steady layer, the temperature dependence of the conductivity raises the estimate to 17 m/s.

## Check in Python

```python
# Result under test: silicon regrowth speed after nanosecond laser melting,
#   v = k_s (T_m - T_0) / (rho L ell),  ell = (T_m - T_0) / G_s,
# where k_s is solid conductivity at melting, T_m melting temperature,
# T_0 substrate temperature, rho density, L latent heat per mass,
# G_s the inward temperature gradient in the solid at the interface.
# Working units: cm, s, J, K. Material values are rough typical values.
import numpy as np
from scipy.constants import sigma
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf

T_M, T_0 = 1685.0, 300.0
RHO, C_P, L_MASS = 2.3, 1.0, 1800.0
K_S, K_L = 0.22, 0.60
K_POWER = 1.1                 # solid conductivity K_S*(T_M/T)**K_POWER
BETA = 0.15                   # undercooling per speed, K/(cm/s)
FLUENCE, PULSE = 0.4, 30e-9   # absorbed J/cm2, duration s
LATENT, HEAT_CAP = RHO * L_MASS, RHO * C_P
DELTA_T = T_M - T_0
DIFF = K_S / HEAT_CAP

# Fine cells near the surface, gradually wider cells in the substrate.
DX = 1.5e-6
widths = np.concatenate([np.full(70, DX), DX * 1.05**np.arange(1, 81)])
centres = np.cumsum(widths) - widths / 2
gaps = np.diff(centres)


def solid_slope(H, depth):
    """Inward gradient at the front from a quadratic fit in the solid."""
    first = int(np.argmax(H <= 0))
    nodes = slice(first, first + 10)
    x = (centres[nodes] - depth) / DX
    temp = T_M + H[nodes] / HEAT_CAP
    return -np.polyfit(x, temp, 2)[1] / DX


def enthalpy_run(H, flux, pulse, power, t_end):
    """Conserve enthalpy; H = 0 is solid at melting, LATENT is liquid.

    Heat flow uses the integral of conductivity over temperature.
    Returned columns: time, melt depth, surface temperature, solid slope.
    """
    H = H.copy()
    k_cold = K_S * (T_M / T_0)**power
    dt = 0.4 * DX**2 * HEAT_CAP / max(k_cold, K_L)
    flow = np.zeros(len(H) + 1)
    prefactor = K_S * T_M / (power - 1)
    records = []
    for step in range(int(round(t_end / dt)) + 1):
        time = step * dt
        below = np.minimum(H, 0) / HEAT_CAP
        above = np.maximum(H - LATENT, 0) / HEAT_CAP
        if step % 20 == 0:
            depth = np.sum(np.clip(H / LATENT, 0, 1) * widths)
            records.append((time, depth, T_M + below[0] + above[0],
                            solid_slope(H, depth)))
            if time > pulse and depth < 2 * DX:
                break
        potential = prefactor * (1 - (1 + below / T_M)**(1 - power))
        potential += K_L * above
        flow[1:-1] = (potential[:-1] - potential[1:]) / gaps
        flow[0] = flux if time < pulse else 0.0
        H += dt * (flow[:-1] - flow[1:]) / widths
    return np.array(records).T


# Hand estimate for a one-micrometre tangent length.
ell_ref = 1e-4
gradient_ref = DELTA_T / ell_ref
v_ref = K_S * gradient_ref / LATENT

# Constant-property similarity solution.
stefan = C_P * DELTA_T / L_MASS
lam = brentq(lambda q: np.sqrt(np.pi) * q * np.exp(q*q) * (1 + erf(q))
             - stefan, 0, 2)
ell_factor = np.exp(lam**2) * (1 + erf(lam))


def ell_at(t):
    return np.sqrt(np.pi * DIFF * t) * ell_factor


def front_at(t):
    return 2 * lam * np.sqrt(DIFF * t)


def solid_field(x, t):
    return T_0 + DELTA_T * (1 + erf(x / (2*np.sqrt(DIFF*t)))) / (1+erf(lam))


t_check, h = 40e-9, 1e-8
front = front_at(t_check)
slope_num = (solid_field(front + h, t_check)
             - solid_field(front - h, t_check)) / (2 * h)
speed_num = (front_at(t_check * 1.0001)
             - front_at(t_check * 0.9999)) / (0.0002 * t_check)
assert abs(slope_num * ell_at(t_check) / DELTA_T - 1) < 1e-5
assert abs(K_S * slope_num / (LATENT * speed_num) - 1) < 1e-5

# Independent front motion from enthalpy conservation, constant properties.
H_start = np.full(len(widths), -HEAT_CAP * DELTA_T)
H_start[:60] = LATENT
t_s, depth_s, _, _ = enthalpy_run(H_start, 0.0, 0.0, 0.0, 60e-9)
regrown_num = depth_s[0] - depth_s[-1]
regrown_formula = front_at(t_s[-1])
# Tolerance covers the finite cell width at the initial sharp interface.
assert abs(regrown_num / regrown_formula - 1) < 0.03

# Laser melting and regrowth with temperature-dependent conductivity.
H_start = np.full(len(widths), -HEAT_CAP * DELTA_T)
time, depth, surface, slope = enthalpy_run(
    H_start, FLUENCE / PULSE, PULSE, K_POWER, 250e-9)
peak = int(np.argmax(depth))
max_depth = depth[peak]
assert max_depth > 8 * DX
high = round(0.7 * max_depth / DX) * DX
low = round(0.2 * max_depth / DX) * DX
t_high, t_low = np.interp([high, low], depth[peak:][::-1],
                          time[peak:][::-1])
window = (time >= t_high) & (time <= t_low)
v_sim = (high - low) / (t_low - t_high)
gradient_sim = np.mean(slope[window])
ell_sim = DELTA_T / gradient_sim
v_balance = K_S * DELTA_T / (LATENT * ell_sim)
superheat = np.max(surface[window]) - T_M
# Tolerance covers cell-by-cell freezing and extrapolation of the slope.
assert abs(v_balance / v_sim - 1) < 0.06
assert 0.5e-4 < ell_sim < 3e-4
assert 100 < v_sim < 2000
assert K_L * superheat / low < 0.1 * K_S * gradient_sim

# Kinetic undercooling at fixed tangent length.
v_kin = v_ref / (1 + BETA * v_ref / DELTA_T)
v_root = brentq(lambda v: LATENT * v
                - K_S * (T_M - BETA * v - T_0) / ell_ref, 0, 2 * v_ref)
assert abs(v_kin / v_root - 1) < 1e-9

# Mean conductivity for a quasi-steady layer of full thickness ell_ref.
k_mean = (K_S * T_M / (K_POWER - 1)
          * ((T_M / T_0)**(K_POWER - 1) - 1) / DELTA_T)
k_quad = quad(lambda T: K_S * (T_M / T)**K_POWER, T_0, T_M)[0] / DELTA_T
assert abs(k_mean / k_quad - 1) < 1e-8
v_layer = k_mean * DELTA_T / (LATENT * ell_ref)

flux_ref = K_S * gradient_ref
radiation = sigma * T_M**4 * 1e-4
pull_gradient = 30.0
pull_speed = K_S * pull_gradient / LATENT
relax_time = 4 * max_depth**2 * HEAT_CAP / (np.pi**2 * K_L)
t_micron = (ell_ref / ell_factor)**2 / (np.pi * DIFF)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("melting temperature", T_M, "K")
show("substrate temperature", T_0, "K")
show("temperature difference", DELTA_T, "K")
show("density", RHO, "g/cm3")
show("heat capacity", C_P, "J/(g K)")
show("latent heat per mass", L_MASS, "J/g")
show("latent heat per volume", LATENT, "J/cm3")
show("solid conductivity at melting", K_S, "W/(cm K)")
show("liquid conductivity", K_L, "W/(cm K)")
show("conductivity power", K_POWER, "(dimensionless)")
show("solid conductivity at 300 K", K_S*(T_M/T_0)**K_POWER, "W/(cm K)", 3)
show("hand estimate: decay length", ell_ref * 1e4, "um")
show("hand estimate: gradient", gradient_ref, "K/cm")
show("hand estimate: heat flux", flux_ref, "W/cm2", 3)
show("hand estimate: speed", v_ref, "cm/s", 3)
show("hand estimate: speed", v_ref / 100, "m/s", 3)
show("hot-solid diffusivity", DIFF, "cm2/s", 3)
show("Stefan number", stefan, "(dimensionless)", 3)
show("similarity constant lambda", lam, "(dimensionless)", 3)
show("decay-length motion factor", ell_factor, "(dimensionless)", 3)
show("similarity time for 1 um", t_micron * 1e9, "ns", 3)
for ns in (30, 100):
    t = ns * 1e-9
    show(f"similarity decay length at {ns} ns", ell_at(t)*1e4, "um", 3)
    show(f"similarity speed at {ns} ns", lam*np.sqrt(DIFF/t)/100, "m/s", 3)
show("similarity test: elapsed time", t_s[-1] * 1e9, "ns", 3)
show("similarity test: enthalpy regrowth", regrown_num*1e4, "um", 3)
show("similarity test: formula regrowth", regrown_formula*1e4, "um", 3)
show("laser absorbed fluence", FLUENCE, "J/cm2")
show("laser pulse duration", PULSE * 1e9, "ns")
show("laser run: maximum melt depth", max_depth * 1e4, "um", 3)
show("laser run: time of maximum depth", time[peak] * 1e9, "ns", 3)
show("laser run: peak surface temperature", np.max(surface), "K", 3)
show("laser run: superheat relaxation time", relax_time*1e9, "ns", 2)
show("averaging window: initial melt depth", high * 1e4, "um", 3)
show("averaging window: final melt depth", low * 1e4, "um", 3)
show("averaging window: start time", t_high * 1e9, "ns", 3)
show("averaging window: end time", t_low * 1e9, "ns", 3)
show("averaging window: largest superheat", superheat, "K", 2)
show("laser run: mean solid gradient", gradient_sim, "K/cm", 3)
show("laser run: decay length", ell_sim * 1e4, "um", 3)
show("laser run: speed from front motion", v_sim / 100, "m/s", 3)
show("laser run: speed from heat balance", v_balance / 100, "m/s", 3)
show("kinetic undercooling coefficient", BETA * 100, "K/(m/s)")
show("1 um speed with undercooling", v_kin / 100, "m/s", 3)
show("1 um interface undercooling", BETA * v_kin, "K", 3)
show("temperature-mean conductivity", k_mean, "W/(cm K)", 3)
show("speed for 1 um full layer thickness", v_layer / 100, "m/s", 3)
show("tangent length of that layer", ell_ref*K_S/k_mean*1e4, "um", 3)
show("black-body radiation at melting", radiation, "W/cm2", 3)
show("radiation / conducted flux", radiation/flux_ref, "(ratio)", 2)
show("ordinary pulling: gradient", pull_gradient, "K/cm")
show("ordinary pulling: balance speed", pull_speed*600, "mm/min", 2)
print("tests ok")
```

Running it gives:

```
melting temperature: 1685 K
substrate temperature: 300 K
temperature difference: 1385 K
density: 2.3 g/cm3
heat capacity: 1 J/(g K)
latent heat per mass: 1800 J/g
latent heat per volume: 4140 J/cm3
solid conductivity at melting: 0.22 W/(cm K)
liquid conductivity: 0.6 W/(cm K)
conductivity power: 1.1 (dimensionless)
solid conductivity at 300 K: 1.47 W/(cm K)
hand estimate: decay length: 1 um
hand estimate: gradient: 1.385e+07 K/cm
hand estimate: heat flux: 3.05e+06 W/cm2
hand estimate: speed: 736 cm/s
hand estimate: speed: 7.36 m/s
hot-solid diffusivity: 0.0957 cm2/s
Stefan number: 0.769 (dimensionless)
similarity constant lambda: 0.299 (dimensionless)
decay-length motion factor: 1.45 (dimensionless)
similarity time for 1 um: 15.8 ns
similarity decay length at 30 ns: 1.38 um
similarity speed at 30 ns: 5.34 m/s
similarity decay length at 100 ns: 2.52 um
similarity speed at 100 ns: 2.92 m/s
similarity test: elapsed time: 60 ns
similarity test: enthalpy regrowth: 0.453 um
similarity test: formula regrowth: 0.453 um
laser absorbed fluence: 0.4 J/cm2
laser pulse duration: 30 ns
laser run: maximum melt depth: 0.255 um
laser run: time of maximum depth: 30.5 ns
laser run: peak surface temperature: 2.19e+03 K
laser run: superheat relaxation time: 1 ns
averaging window: initial melt depth: 0.18 um
averaging window: final melt depth: 0.045 um
averaging window: start time: 39.7 ns
averaging window: end time: 60.1 ns
averaging window: largest superheat: 0.00094 K
laser run: mean solid gradient: 1.25e+07 K/cm
laser run: decay length: 1.11 um
laser run: speed from front motion: 6.61 m/s
laser run: speed from heat balance: 6.65 m/s
kinetic undercooling coefficient: 15 K/(m/s)
1 um speed with undercooling: 6.82 m/s
1 um interface undercooling: 102 K
temperature-mean conductivity: 0.504 W/(cm K)
speed for 1 um full layer thickness: 16.9 m/s
tangent length of that layer: 0.436 um
black-body radiation at melting: 45.7 W/cm2
radiation / conducted flux: 1.5e-05 (ratio)
ordinary pulling: gradient: 30 K/cm
ordinary pulling: balance speed: 0.96 mm/min
tests ok
```
